\section*{Forward flux sampling of macrospin reversal, validated at 8 kT}

\section{A walker on four sites}

A walker lives on sites 0, 1, 2, 3. Site 0 is basin $A$ and site 3 is basin $B$. In each time step it leaves site 0 for site 1 with probability $r$. From site 1 or 2 it moves right with probability $p$ and left with probability $q=1-p$. We want the rate $k$ of passages from $A$ to $B$, per step spent with $A$ as the last basin visited.

Let $T_j$ be the mean number of steps from site $j$ to site 3. Conditioning on the next move gives
\begin{equation}
T_0=\frac1r+T_1,\qquad T_1=1+pT_2+qT_0,\qquad T_2=1+qT_1 .
\end{equation}
Inserting $T_2$ into $T_1$ gives $(1-pq)T_1=1+p+qT_0$. Insert this into $T_0$ and use $1-pq-q=p-pq=p^2$:
\begin{equation}
k=\frac1{T_0}=\frac{p^2}{(1-pq)/r+1+p}.
\label{eq:toy}
\end{equation}

Now count attempts instead. An attempt starts at site 1 and ends at 0 or 3. Its mean duration $\tau_1$ obeys $\tau_1=1+p\tau_2$ and $\tau_2=1+q\tau_1$, so $\tau_1=(1+p)/(1-pq)$. One attempt occurs per waiting time plus duration, hence the flux is $\Phi_0=1/(1/r+\tau_1)$. The chance to reach site 2 before site 0 is $p$. From site 2, success before return has probability $u=p+qpu$, so $u=p/(1-pq)$. The product $\Phi_0\,p\,u$ is again (\ref{eq:toy}). The time spent in failed attempts belongs in the denominator of the flux. When $p$ is small, $k$ is small, yet each factor can be measured from runs much shorter than $1/k$.

\section{The factorization for a Markov chain}

Take a stationary, ergodic Markov chain and nested sets $S_0\supset S_1\supset\dots\supset S_n=B$, with $A$ outside $S_0$. Over a long run, let $T_A$ be the time during which $A$ was the last basin visited. Let $N_0$ be the number of first entries into $S_0$ after a visit to $A$, and $N_i$ the number of these attempts that reach $S_i$ before returning to $A$. Because the sets are nested, an attempt that reaches $B$ has entered all of them, and
\begin{equation}
k=\frac{N_n}{T_A}=\frac{N_0}{T_A}\prod_{i=0}^{n-1}\frac{N_{i+1}}{N_i}
\;\longrightarrow\;\Phi_0\prod_{i=0}^{n-1}P(i+1|i).
\label{eq:ffs}
\end{equation}
The Markov property allows each factor to be measured by restarting: the future depends on the state at first entry into $S_i$, not on the path to it. The restarts must therefore use the true distribution of first-entry states. In discrete time a jump may land beyond $S_{i+1}$; the landing state is stored as it is and counts as an immediate success at the next stage.

Detailed balance was not used. As a test, an 18-state chain with random transition probabilities was built, with six levels of three states and jumps across levels. Linear algebra gives 0.03102198 passages per step both from the stationary distribution and from (\ref{eq:ffs}).

\section{The stochastic macrospin}

A uniformly magnetized particle has direction $\mathbf m$, anisotropy constant $K$, volume $V$ and magnetization $M_s$. The anisotropy field is $B_K=2K/M_s$, and a static field $hB_K$ acts along $x$. With the thermal ratio $\Delta=KV/kT$,
\begin{equation}
\frac{E}{kT}=-\Delta(m_z^2+2hm_x).
\end{equation}
Adding the constant $\Delta(1+h^2)$ and using $1-m_z^2=m_x^2+m_y^2$ gives the energy above the well bottom, in units of $kT$,
\begin{equation}
\varepsilon=\Delta\left[(m_x-h)^2+m_y^2\right].
\label{eq:eps}
\end{equation}
For $0<h<1$ the two wells lie at $m_x=h$, $m_y=0$, $m_z=\pm\sqrt{1-h^2}$. Between them $m_z=0$ must be crossed, where the lowest energy is at $m_x=1$. The barrier is $b=\Delta(1-h)^2$.

Time is measured in $1/\omega_K$, with $\omega_K=\gamma B_K/(1+\alpha^2)$ and damping $\alpha$. With $\mathbf f=(h,0,m_z)$ and Stratonovich noise, the Landau--Lifshitz equation reads
\begin{equation}
d\mathbf m=-\mathbf m\times\mathbf f\,dt-\alpha\,\mathbf m\times(\mathbf m\times\mathbf f)\,dt+s\,\mathbf m\times d\mathbf W .
\label{eq:llg}
\end{equation}
The noise changes a function $g(\mathbf m)$ by $s(\mathbf m\times d\mathbf W)\cdot\nabla g=-s\,d\mathbf W\cdot(\mathbf m\times\nabla g)$. Its generator is therefore $\frac12s^2(\mathbf m\times\nabla)^2=D\nabla^2$, with $D=s^2/2$ and $\nabla^2$ the Laplacian on the sphere.

The value of $D$ follows from equilibrium. Let $\mathbf f_\perp$ be the part of $\mathbf f$ tangent to the sphere. The damping drift is $\alpha\mathbf f_\perp$, and $\nabla\varepsilon=-2\Delta\mathbf f_\perp$. For $\rho\propto e^{-\varepsilon}$ the dissipative current is
\begin{equation}
\alpha\mathbf f_\perp\rho-D\nabla\rho=(\alpha-2\Delta D)\mathbf f_\perp\rho,
\end{equation}
which vanishes for $D=\alpha/(2\Delta)$. The precession current is proportional to $\rho\,\mathbf m\times\nabla\varepsilon$. It has no divergence, since $\mathbf m\times\nabla\varepsilon$ is divergence-free and runs along lines of constant $\rho$.

\subsection{One time step}

A step of length $\tau$ has two parts. The easy-axis field turns $\mathbf m$ about $z$ by the angle $m_z\tau$, which leaves $m_z$ unchanged. The rest is a rotation $d\mathbf m=\mathbf m\times\boldsymbol\Omega$ with
\begin{equation}
\boldsymbol\Omega(\mathbf m)=-\tau h\hat{\mathbf x}-\alpha\tau\,\mathbf m\times\mathbf f+\sqrt{2D\tau}\,\boldsymbol\xi,
\end{equation}
where $\boldsymbol\xi$ has three independent standard normal components. First $\boldsymbol\Omega$ is computed at $\mathbf m$, then again at $\mathbf m+\frac12\mathbf m\times\boldsymbol\Omega$ with the same $\boldsymbol\xi$. The second value is used in
\begin{equation}
\mathbf m'=\mathbf m+g(\mathbf u+\mathbf u\times\mathbf t),\quad
\mathbf u=\mathbf m\times\mathbf t,\quad g=\frac{2}{1+t^2},\quad
\mathbf t=\boldsymbol\Omega\left(\frac12+\frac{\Omega^2}{24}\right).
\end{equation}
The last factor expands $\tan(\Omega/2)/\Omega$. The length of $\mathbf m$ is conserved: $\mathbf m\cdot\mathbf u=0$, $\mathbf m\cdot(\mathbf u\times\mathbf t)=-u^2$, and $|\mathbf u+\mathbf u\times\mathbf t|^2=u^2(1+t^2)$, so $|\mathbf m'|^2=1-2gu^2+g^2u^2(1+t^2)=1$.

\section{Choosing the interfaces}

The factorization holds for any nested sets, but the statistical error depends on them. The obvious coordinate, $m_z$, is poor here because precession changes it at constant energy. Take $h=0.1$, $b=20$, so $\Delta=20/0.81=24.69$, and a state with $m_y=0$, $m_x=0.450$, $m_z=0.893$. By (\ref{eq:eps}) its energy is $24.69\times0.350^2=3.02$. Half an orbit later $m_x-h$ has changed sign, so $m_x=-0.250$ and $m_z=0.968$. If $A$ is defined by $m_z\ge0.943$, the spin has returned to $A$ without losing any energy. A numerically integrated orbit gives the same 0.968.

A coordinate that precession leaves alone within each well is
\begin{equation}
\Lambda=\begin{cases}\min(\varepsilon,b),&m_z>0,\\ 2b-\min(\varepsilon,b),&m_z\le0.\end{cases}
\end{equation}
It is continuous, because $\varepsilon\ge b$ wherever $m_z=0$. Basin $A$ is $\Lambda\le1$, basin $B$ is $\Lambda\ge2b-1$, and $S_i=\{\Lambda\ge\lambda_i\}$ with $\lambda_i$ equally spaced from 3 to $b$.

\section{The algorithm and its error}

\begin{enumerate}
\item Start 250 spins in the well for each of 16 independent replicas. Discard 400 steps, then run 1600 steps. A spin is armed when it visits $A$. When an armed spin enters $S_0$, store its state, count one crossing and disarm it.
\item If a spin reaches $B$ during this run, replace $(m_x,m_y,m_z)$ by $(m_x,-m_y,-m_z)$ and arm it. This half-turn about $x$ maps the dynamics onto itself and $B$ onto $A$, so the spin enters $A$ as one arriving from $B$ would. With unequal wells this step is not allowed.
\item Divide the crossings by the total spin time to get $\Phi_0$.
\item For each interface, draw 1200 stored states per replica with replacement. Run each until it enters the next set or returns to $A$. Store the landing states of the successes, and multiply the rate by their fraction.
\end{enumerate}

\subsection{No bias from finite samples}

Let $a_i$ be the running product after stage $i$ in one replica, and $\bar g_i$ the average of a function $g$ over its stored states. Let $J_i[g]$ be the true rate of first entries into $S_i$, each weighted by $g$ at the landing state. For a stationary first run, $a_0\bar g_0$ is the sum of $g$ over crossings divided by time, so its mean is $J_0[g]$. Define $(\mathcal Kg)(x)$ as the mean, for a trial from $x$, of $g$ at landing if it succeeds and zero if it fails. For fixed stored states, the mean of $a_{i+1}\bar g_{i+1}$ is $a_i\overline{(\mathcal Kg)}_i$. By induction,
\begin{equation}
\langle a_{i+1}\bar g_{i+1}\rangle=J_i[\mathcal Kg]=J_{i+1}[g].
\end{equation}
Setting $g=1$ at the last stage gives $\langle a_n\rangle=J_n[1]=k$. A replica that runs out of states contributes zero and must be kept in the average.

\subsection{Size of the statistical error}

With $N$ independent trials of success probability $P_i$, the fraction has variance $P_i(1-P_i)/N$. If all stored states were equally promising, relative variances would add:
\begin{equation}
\left(\frac{\sigma_k}{k}\right)^2\approx\frac1{N_0}+\sum_i\frac{1-P_i}{P_iN},
\label{eq:err}
\end{equation}
with $N_0$ crossings treated as independent. Because a spin must return to $A$ before it counts again, crossings are somewhat more regular than that, so this small first term is a slight overestimate. Unequal prospects and shared ancestors add to this. The quoted errors therefore come from the scatter of the 16 replica rates, divided by $\sqrt{16}$; for Gaussian scatter such an error is itself uncertain by $1/\sqrt{30}\approx18\%$.

\section{A deterministic reference}

The mean of $g(\mathbf m)$ evolves with the backward generator $\mathcal L$ of (\ref{eq:llg}). Let $\mathbf L=-i\,\mathbf m\times\nabla$. The precession term is $-(\mathbf m\times\mathbf f)\cdot\nabla g=\mathbf f\cdot(\mathbf m\times\nabla g)=i\mathbf f\cdot\mathbf Lg$. The damping term is $\alpha\sum_jf_jG_jg$ with $G_jg=\nabla m_j\cdot\nabla g$. The product rule for the Laplacian and $\nabla^2m_j=-2m_j$ give
\begin{align}
G_j&=\tfrac12[\nabla^2,m_j]+m_j,\\
\mathcal L&=D\nabla^2+h(iL_x+\alpha G_x)+m_z(iL_z+\alpha G_z).
\end{align}
In spherical harmonics this is a sparse matrix. Its slowest nonzero decay rate $\Gamma$ is found by inverse iteration. When reversal is much slower than relaxation in a well, the populations obey $\dot p_A=-kp_A+kp_B$ and $\dot p_B=kp_A-kp_B$, so $p_A-p_B$ decays at $2k$ and $k=\Gamma/2$.

\subsection{The limit without transverse field}

For $h=0$, $z=m_z$ evolves alone. Take basins $z\ge a$ and $z\le-a$, and $\rho=e^{\Delta z^2}/Z$ with $Z=\int_{-1}^1e^{\Delta z^2}dz$. Between the basins, write the density of spins that last visited $A$ as $\rho w$. It equals $\rho$ at $z=a$ and zero at $z=-a$, so $w$ rises from 0 to 1. The current towards $-z$ is $J=D(1-z^2)\rho w'$, and it is constant in the steady state. Solving for $w'$ and integrating gives $J$. By symmetry half the spins last visited $A$, so
\begin{equation}
k=2J=\frac{2D}{Z\displaystyle\int_{-a}^{a}\frac{e^{-\Delta z^2}}{1-z^2}\,dz}.
\label{eq:axial}
\end{equation}
For $\Delta=8$, $\alpha=0.1$, $a=0.85$, quadrature gives $4.591\times10^{-5}\,\omega_K$. The generator gives $4.601\times10^{-5}\,\omega_K$, which is 0.2\% higher.

For large $\Delta$, each end of the range contributes $e^\Delta/(2\Delta)$ to $Z$, and the integral tends to $\sqrt{\pi/\Delta}$. With $D=\alpha/(2\Delta)$ this gives $k\approx\alpha\sqrt{\Delta/\pi}\,e^{-\Delta}$, or $5.35\times10^{-5}$ at $\Delta=8$. The leading asymptotic form is thus 17\% above the integral, so it is too coarse to validate a simulation at this barrier.

\section{Validation at 8 kT}

The example is a disc 1.5 nm thick at 300 K, with $M_s=600$ kA/m, $K=0.20$ MJ/m$^3$, $\alpha=0.1$ and $h=0.1$. Then $B_K=667$ mT, $\omega_K=116.2$ rad/ns, and the step $\tau=0.25$ is 2.151 ps. The barrier requires $\Delta=8/0.81=9.877$, so $V=\Delta kT/K=205$ nm$^3$ and the diameter is 13.2 nm.

The initial flux is $1819\ \mu\mathrm s^{-1}$. The interfaces and mean success fractions are
\begin{center}
\begin{tabular}{lccccc}
next set & 4.25 & 5.50 & 6.75 & 8.00 & $B$\\
fraction & 0.352 & 0.341 & 0.319 & 0.289 & 0.244
\end{tabular}
\end{center}
Their product is $2.696\times10^{-3}$, and $1819\times2.696\times10^{-3}=4.90\ \mu\mathrm s^{-1}$. Averaging the replica products gives
\begin{equation}
k_{\rm FFS}=4.90\pm0.12\ \mu\mathrm s^{-1}.
\end{equation}

For the direct simulation, 4000 spins ran for 12\,000 steps after 400 discarded ones, a total of $4000\times12\,000\times2.151$ ps $=103.2\ \mu$s. A reversal was counted when a spin entered the basin opposite to the last one visited. There were 486, so
\begin{equation}
k_{\rm dir}=\frac{486}{103.2\ \mu\mathrm s}=4.71\pm0.21\ \mu\mathrm s^{-1}.
\end{equation}
The difference, 0.19, is 0.78 joint standard errors. The joint error is 5\% of the rate, so this comparison would reveal a discrepancy of 10\% at two standard errors, but not one of 2\%.

Both simulations use the same time step and basins, so their agreement says nothing about time-step bias. The generator has no time step and gives $4.84\ \mu\mathrm s^{-1}$, a mean dwell time of 206 ns. Forward flux sampling is 1.2\% above it, with a standard error of 2.5\%. Any bias from time step and basin definition is thus unresolved at that level; no second step size was run. The direct run also gives a mean $m_z^2$ of 0.8797, against 0.8793 from Boltzmann quadrature.

Equation (\ref{eq:err}) can now be read. The five terms $(1-P_i)/P_i$ sum to 11.5, and $N=16\times1200=19\,200$, which gives 2.4\%. The flux run covers $16\times250\times1600\times2.151$ ps $=13.8\ \mu$s and about 25\,000 crossings, adding 0.6\% in quadrature. The estimate is 2.5\%, and the replica scatter gives 2.4\%. At this barrier the extra variance from shared ancestors is not visible.

\section{Longer retention and cost}

At a barrier of 20 kT, with $K$, thickness and $h$ held fixed, the diameter is 20.8 nm. Fourteen stages, with mean success fractions between 0.15 and 0.35, give $37.4\pm2.0\ \mathrm s^{-1}$. The generator gives $40.4\ \mathrm s^{-1}$, a dwell time of 25 ms. The sampled rate is 7\% low, or 1.5 standard errors.

A direct run with relative error $\eta$ needs $1/\eta^2$ reversals if they are independent, hence $1/(k\tau\eta^2)$ spin steps. At the errors reached here:
\begin{center}
\begin{tabular}{lcc}
barrier & sampling & direct, estimated\\
8 kT & $1.2\times10^7$ & $1.6\times10^8$\\
20 kT & $2.1\times10^7$ & $4.0\times10^{12}$
\end{tabular}
\end{center}
The gain is about 13 at 8 kT and $2\times10^5$ at 20 kT.

A smaller run at 20 kT used interfaces in $m_z$, with $A$ at $m_z\ge0.943$, the first interface at 0.893 and 500 trials per replica and stage. It gave $37\pm14\ \mathrm s^{-1}$ for $1.0\times10^7$ spin steps. Squared relative error times cost is about 25 times larger than with $\Lambda$; this ratio is only a rough indication, because the 16 rates obtained with $m_z$ scatter by more than their mean, and so skewed a spread does not fix a variance well. The mean is compatible, as (\ref{eq:ffs}) requires, but the precision is much poorer.

\section{The model and a real disc}

The parameters are rough values in the regime of thin Co/Pt multilayers, with $K$ an effective constant that includes the demagnetizing energy. In a real film this constant depends on the diameter: between 13.2 and 20.8 nm the demagnetizing factor along the axis of a uniformly magnetized disc rises from 0.78 to 0.84, which lowers $K$ by about 10\%. Holding $K$ fixed is thus a simplification, and the two discs are not strictly two sizes cut from one film. A disc with a 206 ns dwell time is a source of telegraph noise, not a storage bit. If the 20 kT prefactor, $40.4\,e^{20}\approx2\times10^{10}\ \mathrm s^{-1}$, is carried over, a mean dwell time of ten years needs a barrier near 43 kT. Real discs differ in $K$ from one to the next: at fixed $V$ and $h$, a 10\% change in $K$ moves the 8 kT barrier by 0.8 kT and the exponential factor by $e^{0.8}\approx2.2$. If the applied field is fixed instead of $h$, as for discs in a common field, the shift is about 1.0 kT and the exponential factor about 2.7. The prefactor grows with $K$ and offsets part of this: at fixed $M_s$ the generator rate itself changes by a factor of about 1.9 at fixed $h$ and about 2.3 at fixed field. This far exceeds the sampling error. For the 8 kT disc, heating by 10 K at fixed $K$ and $h$ multiplies the computed rate by 1.27; the fall of $K$ with temperature, left out here, would add to that. A stray easy-axis field of 1 mT shifts the 8 kT barrier by at most 0.03 kT. Halving $\alpha$ with all else fixed multiplies the rate of this disc by 0.66, a smaller effect than that of a 10\% change in $K$.

Uniform rotation is the main structural assumption. With an exchange stiffness $A_{\rm ex}$ of 10 pJ/m, a domain wall in an extended film is about $\pi\sqrt{A_{\rm ex}/K}=22$ nm wide. This exceeds both diameters, so a complete wall does not fit into either disc. That supports nearly uniform rotation but does not exclude reversal starting at a damaged edge. The argument does not extend to the ten-year barrier if it is reached by widening the disc at fixed $K$: 43 kT then needs a diameter of 30.5 nm. With exchange and a local anisotropy $K$, the uniform saddle is stable against nonuniform modes only below $2\times1.84\sqrt{A_{\rm ex}/[K(1-h)]}\approx27$ nm, so the true barrier of such a disc would be lower than the uniform-rotation value. Classical noise is adequate at 300 K, since $\hbar\omega_K/kT=0.003$.

Equation (\ref{eq:ffs}) survives a driving torque that breaks detailed balance, provided the state is stationary and Markovian. The Boltzmann comparison does not survive, and energy may then cease to be a good progress coordinate.
